\section*{Néel orange-peel coupling between ferromagnets with correlated sinusoidal interfaces}

\section*{The problem}

Two ferromagnets are separated by a nonmagnetic spacer of mean thickness $t$. The roughness of the lower interface is repeated by the upper one. The lower magnet fills $z<\zeta(x)$ and the upper magnet fills $z>t+\zeta(x)$, with
\begin{equation}
\zeta(x)=h\cos kx,\qquad k=\frac{2\pi}{\lambda}.
\end{equation}
The layers are unbounded in the plane and, until part (e), infinitely thick. Their magnetizations are uniform and rigid, $\mathbf M_i=m_iM_i\hat{\mathbf x}$ with $m_i=\pm1$, so they do not tilt near the rough surfaces. Exchange coupling through the spacer and direct contact through pinholes are left out. The task is to find how the magnetostatic energy depends on $m_1m_2$.

The algebra uses Hartree atomic units with $\mathbf B=\mu_0(\mathbf H+\mathbf M)$. Since $4\pi\epsilon_0=1$, $c=1/\alpha$ and $\mu_0\epsilon_0c^2=1$, we have $\mu_0=4\pi\alpha^2$; the Bohr magneton is $\mu_B=1/2$. Angle brackets $\langle\cdots\rangle$ denote an average over the plane, and $A$ is the projected area.

\section*{(a) The stray field of one interface}

\textbf{Find the magnetic charge on each interface, and the field above the lower one to first order in $h$.}

\medskip
\textit{Solution.} Without currents, $\nabla\times\mathbf H=0$, so $\mathbf H=-\nabla\phi$. Then $\nabla\cdot\mathbf B=0$ gives
\begin{equation}
\nabla^2\phi=\nabla\cdot\mathbf M=-\rho ,\qquad \rho\equiv-\nabla\cdot\mathbf M .
\end{equation}
Uniform magnetization has no volume charge. It leaves a surface charge $\mathbf M\cdot\mathbf n$, with $\mathbf n$ pointing out of the magnet. For the lower magnet $\mathbf n=(-\zeta',0,1)/\sqrt{1+\zeta'^2}$, and a surface element has area $\sqrt{1+\zeta'^2}\,dx\,dy$. The square roots cancel in the charge per projected area. For the upper magnet the outward normal points down and the sign reverses:
\begin{align}
\sigma_1&=-m_1M_1\zeta'=m_1M_1hk\sin kx,\\
\sigma_2&=+m_2M_2\zeta'=-m_2M_2hk\sin kx .
\end{align}

The charge $\sigma_1$ is already of order $h$. Moving it from $z=\zeta$ to $z=0$ changes the potential at order $h^2$, so to first order it is a flat sheet. Away from the sheet $\nabla^2\phi_1=0$. The solution that has the period of the charge, is continuous at $z=0$ and decays on both sides is $\phi_1=a\sin kx\,e^{-k|z|}$. Integrating $\nabla^2\phi_1=-\rho$ across the sheet gives
\begin{equation}
-\left[\partial_z\phi_1\right]_{0^-}^{0^+}=-(-ka-ka)\sin kx=2ka\sin kx=\sigma_1 ,
\end{equation}
hence $a=m_1M_1h/2$. Above the interface
\begin{equation}
H_{1x}=-\partial_x\phi_1=-\frac{m_1M_1hk}{2}\cos kx\;e^{-kz}.
\label{field}
\end{equation}
The field is antiparallel to $\mathbf M_1$ above a crest and parallel to it above a trough. It decays over the length $1/k=\lambda/2\pi$ because a harmonic function that oscillates along $x$ with wavenumber $k$ must vary along $z$ as $e^{\pm kz}$.

\section*{(b) The coupling energy}

\textbf{Find the part of the energy per area that depends on $m_1m_2$, to order $h^2$. What changes if the interfaces have different amplitudes or are shifted in phase?}

\medskip
\textit{Solution.} The magnetostatic energy is $-\tfrac{\mu_0}{2}\int\mathbf M\cdot\mathbf H\,dV$. Its cross terms are $-\tfrac{\mu_0}{2}\int(\mathbf M_2\cdot\mathbf H_1+\mathbf M_1\cdot\mathbf H_2)\,dV$. Integration by parts gives
\begin{equation}
-\int\mathbf M_2\cdot\mathbf H_1\,dV=\int\mathbf M_2\cdot\nabla\phi_1\,dV=\int\rho_2\phi_1\,dV .
\end{equation}
Since $\phi_1$ is the Coulomb potential of $\rho_1$, the last form is symmetric in the two magnets. The cross terms are therefore equal, and
\begin{equation}
\frac{E}{A}=-\mu_0m_2M_2\left\langle\int_{t+\zeta}^{\infty}H_{1x}\,dz\right\rangle .
\label{volume}
\end{equation}
The self-energies contain $m_1^2$ and $m_2^2$ and do not change when a magnetization is reversed.

The first-order field suffices here. At fixed $z$ above the lower interface, $\langle H_{1x}\rangle=-\langle\partial_x\phi_1\rangle=0$ by periodicity, at every order in $h$. A contribution arises from the displacement of the upper magnet's edge, which is itself of order $h$, so the second-order field enters the energy at order $h^3$ or higher. With (\ref{field}),
\begin{align}
\int_{t+\zeta}^{\infty}H_{1x}\,dz
&=-\frac{m_1M_1h}{2}\cos kx\;e^{-kt}e^{-kh\cos kx}\\
&\simeq-\frac{m_1M_1h}{2}e^{-kt}\left(\cos kx-kh\cos^2kx\right).
\end{align}
The first term averages to zero and $\langle\cos^2kx\rangle=\tfrac12$, so the average is $+\tfrac14m_1M_1kh^2e^{-kt}$. Therefore
\begin{equation}
\frac EA=-J\,m_1m_2,\qquad
J=\frac{\mu_0}{4}kh^2M_1M_2e^{-kt}
=2\pi^2\alpha^2\frac{h^2}{\lambda}M_1M_2\,e^{-2\pi t/\lambda}.
\label{J}
\end{equation}
The last form uses $\mu_0k/4=4\pi\alpha^2\cdot2\pi/(4\lambda)$. Since $J>0$, parallel alignment is favoured, and the antiparallel state lies higher by $2J$ per area. The upper magnet reaches down into the troughs of the lower one, where the stray field is parallel to $\mathbf M_1$ and strongest. Over the crests, where the field is antiparallel, it stays further up.

For $\zeta_1=h_1\cos kx$ and $\zeta_2=h_2\cos(kx-\delta)$, the average in the last step becomes $\langle\cos kx\cos(kx-\delta)\rangle=\tfrac12\cos\delta$. Thus $h^2$ is replaced by $h_1h_2\cos\delta$. Interfaces in antiphase ($\delta=\pi$) favour antiparallel alignment, and an average over uniformly distributed $\delta$ gives no coupling at this order. Correlation between the interfaces is therefore essential.

\section*{(c) Dependence on thickness and wavelength}

\textbf{Is $J$ a function of $t/\lambda$ alone? Which wavelength couples most strongly at fixed $h$ and $t$?}

\medskip
\textit{Solution.} The exponential depends on $t/\lambda$, but the prefactor contains $h^2/\lambda$. If $t$ and $\lambda$ are doubled at fixed $h$, $J$ is halved. If $h$ is doubled as well, $J$ doubles, as a surface energy must in a theory with no length of its own.

At fixed $h$ and $t$, $J\propto ke^{-kt}$ and
\begin{equation}
\frac{d}{dk}\left(ke^{-kt}\right)=(1-kt)e^{-kt}=0
\quad\Rightarrow\quad k=\frac1t,\quad \lambda=2\pi t .
\end{equation}
The derivative changes from positive to negative there, so this is a maximum. For longer waves the slopes, and with them the charges, become small. For shorter waves the field dies out within the spacer. The result holds for thick layers at leading order in $kh$.

\section*{(d) Rougher interfaces}

\textbf{For $t>h_1+h_2$, find $J$ without assuming $kh\ll1$, and the first correction to (\ref{J}).}

\medskip
\textit{Solution.} Now the charges stay on the curved surfaces. Write $\phi_1(x,z)=\langle\sigma_1(x')\,g(x-x',z-\zeta_1(x'))\rangle_{x'}$, where $g$ is the response to a periodic row of line charges:
\begin{equation}
-\nabla^2g=\delta(z)\sum_{n}e^{inkx}.
\end{equation}
Each Fourier component obeys $g_n''-n^2k^2g_n=-\delta(z)$. Hence $g_n=e^{-|n|k|z|}/(2|n|k)$ for $n\ne0$, and $g_0=-|z|/2$.

The energy is $E/A=\mu_0\langle\sigma_2\phi_1\rangle$, taken at height $t+\zeta_2$. Because $t>h_1+h_2$, the height difference $t+\zeta_2(x)-\zeta_1(x')$ is positive for all pairs of points, and the modulus can be dropped. The $n=0$ term then contains $\langle\zeta_1'\rangle$ or $\langle\zeta_2'\rangle$ as a factor in each of its parts, and vanishes. The terms $n$ and $-n$ are complex conjugates. With $\sigma_1\sigma_2=-m_1m_2M_1M_2\zeta_1'\zeta_2'$,
\begin{equation}
J=\mu_0M_1M_2\sum_{n\ge1}\frac{e^{-nkt}}{nk}\,\mathrm{Re}\,(P_nQ_n),
\end{equation}
where $P_n=\langle\zeta_2'e^{-nk\zeta_2}e^{inkx}\rangle$ and $Q_n=\langle\zeta_1'e^{nk\zeta_1}e^{-inkx}\rangle$. Integrate by parts over a period and use $e^{a\cos\theta}=\sum_nI_n(a)e^{in\theta}$, with $I_n$ the modified Bessel functions:
\begin{align}
Q_n&=\frac1{nk}\left\langle\left(e^{nk\zeta_1}\right)'e^{-inkx}\right\rangle
=i\left\langle e^{nk\zeta_1}e^{-inkx}\right\rangle=iI_n(nkh_1),\\
P_n&=-\frac1{nk}\left\langle\left(e^{-nk\zeta_2}\right)'e^{inkx}\right\rangle
=i\left\langle e^{-nk\zeta_2}e^{inkx}\right\rangle=i(-1)^ne^{in\delta}I_n(nkh_2).
\end{align}
The factor $(-1)^n$ comes from $I_n(-a)=(-1)^nI_n(a)$. Thus
\begin{equation}
J=-\mu_0M_1M_2\sum_{n\ge1}\frac{(-1)^n}{nk}I_n(nkh_1)I_n(nkh_2)\cos(n\delta)\,e^{-nkt}.
\label{series}
\end{equation}

Take $h_1=h_2=h$, $\delta=0$ and $u=kh$. From $I_1(u)=\tfrac u2(1+\tfrac{u^2}8+\dots)$ we get $I_1^2=\tfrac{u^2}4(1+\tfrac{u^2}4+\dots)$, which reproduces (\ref{J}) at lowest order. From $I_2(2u)\simeq u^2/2$, the $n=2$ term is $-\mu_0M_1M_2\,u^4e^{-2kt}/(8k)$. Dividing it by the leading term $\mu_0M_1M_2\,u^2e^{-kt}/(4k)$ gives $-\tfrac12u^2e^{-kt}$. Hence
\begin{equation}
\frac{J}{J_{\rm lead}}=1+(kh)^2\left(\frac14-\frac{e^{-kt}}2\right)+O\big((kh)^4\big).
\label{corr}
\end{equation}
The correction changes sign at $e^{-kt}=\tfrac12$: the leading law is slightly too large for thin spacers and slightly too small for thick ones.

The series was tested against a direct integration of (\ref{volume}) with charges on the curved surfaces, for $kh_1=0.6$, $kh_2=0.5$, $\delta=0.7$ and $kt=1.5$. The two agree to within a relative difference of $10^{-7}$.

\section*{(e) Finite films and the shift of a hysteresis loop}

\textbf{Let the films have thicknesses $D_1$ and $D_2$, with outer surfaces that copy the roughness. Find the coupling, and its effect on the loop of film 2 when $\mathbf M_1$ is held fixed.}

\medskip
\textit{Solution.} The outer surface of film 1 has the same shape as its inner one but the opposite outward normal, so it carries the charge $-\sigma_1$ at a distance larger by $D_1$. In term $n$ of (\ref{series}) this adds $-e^{-nkD_1}$ times the original contribution. The same holds for film 2, so term $n$ acquires the factor $(1-e^{-nkD_1})(1-e^{-nkD_2})$. At leading order
\begin{equation}
J_{\rm film}=J\,(1-e^{-kD_1})(1-e^{-kD_2}).
\label{film}
\end{equation}
For $kD_i\ll1$ this tends to $Jk^2D_1D_2$, because opposite charges nearly cancel. A flat outer surface carries no charge, and its factor is 1.

Fix $m_1=+1$ and apply a field $B$ along $x$. The part of the energy that depends on $m_2$ is
\begin{equation}
\frac EA=-J_{\rm film}m_2-BM_2D_2m_2=-M_2D_2\,(B+B_N)\,m_2,\qquad B_N=\frac{J_{\rm film}}{M_2D_2}.
\end{equation}
The film responds to $B+B_N$. A loop that is symmetric without coupling becomes centred at $B=-B_N$. By (\ref{volume}), applied to the finite film, $B_N$ is $\mu_0$ times the mean of $H_{1x}$ over film 2. It does not depend on $M_2$, since $J_{\rm film}\propto M_2$. The shift resembles exchange bias, but here it comes from a stray field.

\section*{(f) Other directions, and roughness in two dimensions}

\textbf{How does the coupling energy depend on the in-plane directions of $\mathbf M_1$ and $\mathbf M_2$ for ridges, and for $\zeta=h\cos qx\cos qy$ with $q=2\pi/\lambda$?}

\medskip
\textit{Solution.} Take the layers to be infinitely thick again. For any in-plane direction the charges are $\sigma_1=-\mathbf M_1\cdot\nabla\zeta$ and $\sigma_2=+\mathbf M_2\cdot\nabla\zeta$. For ridges $\nabla\zeta$ points along $x$. With unit vectors $\hat{\mathbf m}_i$ this gives $E/A=-J(\hat{\mathbf m}_1\cdot\hat{\mathbf x})(\hat{\mathbf m}_2\cdot\hat{\mathbf x})$. A magnetization along the ridges produces no charge and does not couple, so ridges do not give a law of the form $\mathbf M_1\cdot\mathbf M_2$. This is only the coupling part of the energy. The self-energies do not change on reversal, but they do change on rotation. With $\phi_i=\sigma_i/(2k)$ on its own sheet, each ridged interface adds $\tfrac{\mu_0}{2}\langle\sigma_i\phi_i\rangle=\tfrac{\mu_0}{8}kh^2M_i^2(\hat{\mathbf m}_i\cdot\hat{\mathbf x})^2$, which favours magnetization along the ridges.

For the egg-crate surface, $\partial_x^2+\partial_y^2$ acting on $\sigma_1$ gives $-2q^2\sigma_1$. The potential therefore decays with $\kappa=\sqrt2\,q$, and the jump condition of part (a) gives $\phi_1=\sigma_1e^{-\kappa|z|}/(2\kappa)$. At order $h^2$ both charges may be placed on flat sheets:
\begin{equation}
\frac EA=\mu_0\langle\sigma_2\phi_1\rangle=-\frac{\mu_0}{2\kappa}e^{-\kappa t}\left\langle(\mathbf M_1\cdot\nabla\zeta)(\mathbf M_2\cdot\nabla\zeta)\right\rangle .
\end{equation}
Here $\langle(\partial_x\zeta)^2\rangle=h^2q^2\langle\sin^2qx\rangle\langle\cos^2qy\rangle=h^2q^2/4$, and the same for $y$. The mixed average is proportional to $\langle\sin2qx\rangle\langle\sin2qy\rangle=0$. Hence $E/A=-J_2\,\hat{\mathbf m}_1\cdot\hat{\mathbf m}_2$ with
\begin{equation}
J_2=\frac{\mu_0qh^2}{8\sqrt2}M_1M_2e^{-\sqrt2qt}
=\frac{\pi^2\alpha^2}{\sqrt2}\frac{h^2}{\lambda}M_1M_2\,e^{-2\sqrt2\,\pi t/\lambda}.
\end{equation}
This coupling is isotropic in the plane. Both directional laws were tested by a real-space Coulomb sum with the magnetizations at $20^\circ$ and $75^\circ$ to the $x$ axis, and hold within the relative tolerance of $2\times10^{-3}$.

\section*{(g) A numerical case}

\textbf{Evaluate the results for $\lambda=200$~\AA, $h=5$~\AA, $t=20$~\AA, $D_1=D_2=40$~\AA\ and $M_1=M_2=M=0.15\,\mu_B/$\AA$^3$. These are round model parameters.}

\medskip
\textit{Solution.} First, $k=0.031416$~\AA$^{-1}$, $kh=0.157$, $kt=0.628$ and $e^{-kt}=0.5335$. The roughness is weak, and $t>2h$ holds. The energy scale is $\mu_0M^2=1.518\times10^{-5}$~eV/\AA$^3$, and $kh^2/4=0.19635$~\AA. For thick layers (\ref{J}) gives
\begin{equation}
J=1.518\times10^{-5}\times0.19635\times0.5335=1.590\times10^{-6}\ \text{eV/\AA}^2,
\end{equation}
or $0.0255$~mJ/m$^2$. The series (\ref{series}) lies below this by a fraction $4.3\times10^{-4}$; the estimate (\ref{corr}) gives $4.1\times10^{-4}$. The next table compares the leading law with the integral over the curved geometry.

\begin{center}
\begin{tabular}{ccc}
$t$ (\AA) & leading $J$ ($10^{-6}$ eV/\AA$^2$) & integral ($10^{-6}$ eV/\AA$^2$)\\
15 & 1.860 & 1.857\\
20 & 1.590 & 1.589\\
30 & 1.161 & 1.163\\
60 & 0.453 & 0.454
\end{tabular}
\end{center}
The difference changes sign between 20 and 30~\AA, as (\ref{corr}) requires: $e^{-kt}=\tfrac12$ at $t=\ln2/k\approx22$~\AA.

At $t=20$~\AA\ the leading law is largest at $\lambda=2\pi t=125.7$~\AA, where it gives $1.745\times10^{-6}$~eV/\AA$^2$. This is about 10\% more than at 200~\AA, so for thick layers the maximum is broad. Finite films behave differently: the factor in (\ref{film}) suppresses long waves, and for the 40~\AA\ films the maximum moves to about 90~\AA, where the coupling is about 1.8 times its value at 200~\AA.

For the 40~\AA\ films the factor in (\ref{film}) is $0.512$, which gives $0.512\times1.590\times10^{-6}=0.814\times10^{-6}$~eV/\AA$^2$. The full series gives $0.810\times10^{-6}$~eV/\AA$^2$, or $0.0130$~mJ/m$^2$. The difference, about 0.5\%, is larger than for thick layers because the film factor reduces the negative $n=2$ term less than the $n=1$ term. The loop shift is
\begin{equation}
B_N=\frac{0.810\times10^{-6}}{0.15\times40}=1.35\times10^{-7}\ \text{eV}/\mu_B ,
\end{equation}
or $2.3$~mT, equal to the mean stray field found by integration over the film.

Egg-crate roughness with the same $h$ and $\lambda$ gives $J_2=4.33\times10^{-7}$~eV/\AA$^2$ for thick layers, a fraction $0.273$ of the ridge value. This fraction is the product of $1/(2\sqrt2)=0.354$ from the prefactor and $e^{-(\sqrt2-1)kt}=0.771$ from the faster decay. Since $J\propto h^2$, ridges would need an amplitude of about $\sqrt{0.273}\times5\approx2.6$~\AA\ to couple equally weakly.

These figures rest on rigid magnetization. If the magnetization can tilt to follow the rough surfaces, the charges are partly cancelled, and the energy has to be minimized together with exchange and anisotropy, which (\ref{J}) does not do. Without strong anisotropy, rigidity requires $k\ell\gg1$, where $\ell=\sqrt{2A_{\rm ex}/\mu_0M^2}$ is the exchange length and $A_{\rm ex}$ the exchange stiffness. The parameters above do not meet this condition for common transition-metal magnets. Here $\mu_0M=1.75$~T, and $A_{\rm ex}$ between $1$ and $3\times10^{-11}$~J/m gives $\ell\approx30$--$50$~\AA, so $k\ell\approx0.9$--$1.6$. Minimizing over a small out-of-plane tilt without anisotropy then lowers $J$ to about $0.35$--$0.65$ of the rigid value for the 40~\AA\ films, and to about $0.7$--$0.87$ for thick layers. For such soft films the rigid values overestimate the coupling.

\section*{Computed values}
\begin{verbatim}
INPUTS
roughness wavelength            200.0 angstrom
roughness amplitude h           5.0 angstrom
spacer thickness t              20.0 angstrom
thickness of each film D        40.0 angstrom
magnetization of each layer     0.15 muB/angstrom^3
INTERMEDIATE VALUES
wavenumber k                    0.031416 1/angstrom
k h                             0.15708 (no unit)
k t                             0.62832 (no unit)
exp(-k t)                       0.53349 (no unit)
mu0 in atomic units             6.691763e-04 a.u.
magnetization in atomic units   1.111385e-02 a.u.
mu0 M^2                         1.51781e-05 eV/angstrom^3
k h^2/4                         0.196350 angstrom
THICK LAYERS, RIDGES
J leading law                   1.58991e-06 eV/angstrom^2
J leading law, converted        0.02547 mJ/m^2
J all-order series              1.58922e-06 eV/angstrom^2
J volume quadrature             1.58922e-06 eV/angstrom^2
series/leading - 1              -4.322e-04 (no unit)
(kh)^2 (1/4 - exp(-kt)/2)       -4.131e-04 (no unit)
wavelength of largest J         125.66 angstrom
J leading at that wavelength    1.74491e-06 eV/angstrom^2
t (angstrom), J leading, J quadrature (eV/angstrom^2)
   15.0  1.86033e-06  1.85746e-06
   20.0  1.58991e-06  1.58922e-06
   30.0  1.16127e-06  1.16283e-06
   40.0  8.48196e-07  8.50432e-07
   60.0  4.52503e-07  4.54442e-07
FINITE FILMS, RIDGES
film factor (1-exp(-kD))^2      0.51178 (no unit)
J films, all-order series       8.09849e-07 eV/angstrom^2
J films, converted              0.01298 mJ/m^2
loop shift                      1.34975e-07 eV/muB
loop shift, converted           2.3318 mT
mean stray field in free film   2.3318 mT
THICK LAYERS, EGG-CRATE ROUGHNESS
J egg-crate leading law         4.33309e-07 eV/angstrom^2
egg-crate/ridge ratio           0.27254 (no unit)
\end{verbatim}
